# Why dark TM fringes fill with light in two-beam imaging: a numerical check

```python
"""
Result under test: two equal TM plane waves crossing at +-theta in a resist
give Ez = (i/kz) dEx/dx, so |Ez| peaks where Ex vanishes; the dark/bright
ratio of |E|^2 is tan(theta)^2 and the contrast is cos(2 theta).
Symbols: x across the fringes, z into the resist, time factor exp(-i w t),
k0 vacuum wavenumber, kx and kz components of the wavevector in the resist,
E0 = 1 amplitude of one beam. Lengths are in nm.
The magnetic field Hy (times the vacuum impedance) is a sum of scalar waves;
the electric field is found from its numerical curl, not from the formulas.
"""
import numpy as np
from scipy.integrate import fixed_quad
from scipy.optimize import brentq

wavelength = 193.0
pitch = 90.0
n_resist = 1.7
extinction = 0.02
n_water = 1.44
thickness = 100.0
reflectivity = 0.005
k0 = 2 * np.pi / wavelength


def slope(function, position, step=0.2):
    """Fourth-order central difference."""
    near = function(position + step) - function(position - step)
    far = function(position + 2 * step) - function(position - 2 * step)
    return (8 * near - far) / (12 * step)


def magnetic(x, z, beams, index):
    """Each beam: (lateral wavenumber, electric amplitude, +1 down / -1 up)."""
    total = 0
    for q, amplitude, direction in beams:
        vertical = np.sqrt((index * k0) ** 2 - q ** 2 + 0j)
        phase = q * x + direction * vertical * z
        total = total + index * amplitude * np.exp(1j * phase)
    return total


def electric(x, z, beams, index):
    """Ex and Ez from curl H = -i w eps E."""
    factor = 1j / (k0 * index ** 2)
    ex = -factor * slope(lambda s: magnetic(x, s, beams, index), z)
    ez = factor * slope(lambda s: magnetic(s, z, beams, index), x)
    return ex, ez


def intensity(x, z, beams, index):
    ex, ez = electric(x, z, beams, index)
    return abs(ex) ** 2 + abs(ez) ** 2


def contrast(beams, index, period):
    """Signed: positive if the maxima of |Ex| are the brighter places."""
    at_peak = intensity(0.0, 0.0, beams, index)
    at_zero = intensity(period / 2, 0.0, beams, index)
    return (at_peak - at_zero) / (at_peak + at_zero)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Geometry
kx = np.pi / pitch
aperture = kx / k0
theta = np.arcsin(aperture / n_resist)
theta_water = np.arcsin(aperture / n_water)
kz = n_resist * k0 * np.cos(theta)
pair = [(kx, 1.0, 1), (-kx, 1.0, 1)]
dark = pitch / 2

# Gauss's law against the field obtained from Ampere's law
x = np.linspace(0, pitch, 1801)
depth = 17.0
ex, ez = electric(x, depth, pair, n_resist)
ex_slope = slope(lambda s: electric(s, depth, pair, n_resist)[0], x)
assert np.max(abs(ez - 1j * ex_slope / kz)) < 1e-7

# Position of the transverse zero and of the longitudinal peak
x_transverse_zero = x[np.argmin(abs(ex))]
x_longitudinal_peak = x[np.argmax(abs(ez))]
assert abs(x_transverse_zero - dark) < 0.06
assert abs(x_longitudinal_peak - x_transverse_zero) < 0.06
assert np.min(abs(ex)) < 1e-8

# Closed forms of the components and of the intensity
assert np.allclose(ex, 2 * np.cos(theta) * np.cos(kx * x)
                   * np.exp(1j * kz * depth), atol=1e-7)
assert np.allclose(ez, -2j * np.sin(theta) * np.sin(kx * x)
                   * np.exp(1j * kz * depth), atol=1e-7)
profile = 2 * (1 + np.cos(2 * theta) * np.cos(2 * kx * x))
assert np.allclose(abs(ex) ** 2 + abs(ez) ** 2, profile, atol=1e-7)
bright_value = intensity(0.0, 0.0, pair, n_resist)
dark_value = intensity(dark, 0.0, pair, n_resist)
fill = dark_value / bright_value
assert abs(fill - np.tan(theta) ** 2) < 1e-7

# Electric flux through a box around a dark fringe, at one instant
half_width = 10.0
half_height = np.pi / (2 * kz)


def wall_x(position):
    return fixed_quad(lambda z: electric(position, z, pair, n_resist)[0].real,
                      -half_height, half_height, n=20)[0]


def wall_z(position):
    return fixed_quad(lambda s: electric(s, position, pair, n_resist)[1].real,
                      dark - half_width, dark + half_width, n=20)[0]


side_flux = wall_x(dark + half_width) - wall_x(dark - half_width)
end_flux = wall_z(half_height) - wall_z(-half_height)
assert abs(side_flux) > 1 and abs(side_flux + end_flux) < 1e-5

# Contrast over angle, including reversal beyond 45 degrees
for degrees in (10, 30, 45, 60, 75):
    angle = np.radians(degrees)
    q = n_resist * k0 * np.sin(angle)
    trial = [(q, 1.0, 1), (-q, 1.0, 1)]
    measured = contrast(trial, n_resist, np.pi / q)
    assert abs(measured - np.cos(2 * angle)) < 1e-7
contrast_resist = contrast(pair, n_resist, pitch)
contrast_water = contrast(pair, n_water, pitch)
assert abs(contrast_water - np.cos(2 * theta_water)) < 1e-7
pitch_zero = wavelength / (np.sqrt(2) * n_resist)
q = np.pi / pitch_zero
assert abs(contrast([(q, 1, 1), (-q, 1, 1)], n_resist, pitch_zero)) < 1e-7

# TE light: Ey obeys the same scalar wave equation as Hy does for TM
te_bright = abs(magnetic(0.0, 0.0, pair, n_resist) / n_resist) ** 2
te_dark = abs(magnetic(dark, 0.0, pair, n_resist) / n_resist) ** 2
contrast_te = (te_bright - te_dark) / (te_bright + te_dark)
mixed_bright, mixed_dark = te_bright + bright_value, te_dark + dark_value
contrast_mixed = (mixed_bright - mixed_dark) / (mixed_bright + mixed_dark)
assert te_dark < 1e-20
assert abs(contrast_mixed - np.cos(theta) ** 2) < 1e-7

# Absorbing resist: the power absorbed in a dark fringe arrives sideways
n_lossy = n_resist + 1j * extinction


def flux_x(position):
    h = magnetic(position, 50.0, pair, n_lossy)
    return -0.5 * (electric(position, 50.0, pair, n_lossy)[1]
                   * np.conj(h)).real


def flux_z(position):
    h = magnetic(position, 50.0, pair, n_lossy)
    return 0.5 * (electric(position, 50.0, pair, n_lossy)[0]
                  * np.conj(h)).real


absorbed = (0.5 * k0 * (n_lossy ** 2).imag
            * intensity(dark, 50.0, pair, n_lossy))
side_supply = -slope(flux_x, dark) / absorbed
down_ratio = abs(flux_z(dark) / flux_z(0.0))
assert abs(side_supply - 1) < 1e-5 and down_ratio < 1e-10
fill_lossy = (intensity(dark, 50.0, pair, n_lossy)
              / intensity(0.0, 50.0, pair, n_lossy))
kz_lossy = np.sqrt((n_lossy * k0) ** 2 - kx ** 2)
assert abs(fill_lossy - kx ** 2 / abs(kz_lossy) ** 2) < 1e-7

# Unequal beams
weak = 0.9
uneven = [(kx, 1.0, 1), (-kx, weak, 1)]
ex_u, ez_u = electric(x, 0.0, uneven, n_resist)
assert abs(x[np.argmin(abs(ex_u))] - x[np.argmax(abs(ez_u))]) < 0.06
contrast_uneven = contrast(uneven, n_resist, pitch)
assert abs(contrast_uneven - np.cos(2 * theta) * 2 * weak
           / (1 + weak ** 2)) < 1e-7

# Three equal beams: the coincidence of zero and peak is lost
triple = pair + [(0.0, 1.0, 1)]
x_zero_three = brentq(lambda s: electric(s, 0.0, triple, n_resist)[0].real,
                      pitch / 2, pitch)
wide = np.linspace(0, 2 * pitch, 3601)
ez_peak = np.max(abs(electric(wide, 0.0, triple, n_resist)[1]) ** 2)
ez_share = abs(electric(x_zero_three, 0.0, triple, n_resist)[1]) ** 2 / ez_peak
assert abs(ez_share - (1 - 1 / (4 * np.cos(theta) ** 2))) < 1e-6
assert ez_share < 0.9

# Off-centre illumination: both beams shifted by 0.1 in numerical aperture
shift = 0.1
tilted = [(kx + shift * k0, 1.0, 1), (-kx + shift * k0, 1.0, 1)]
contrast_tilted = contrast(tilted, n_resist, pitch)
angle_sum = (np.arcsin((aperture + shift) / n_resist)
             + np.arcsin((aperture - shift) / n_resist))
assert abs(contrast_tilted - np.cos(angle_sum)) < 1e-7

# Standing waves from the substrate
r = np.sqrt(reflectivity)
standing_period = np.pi / kz


def fill_with_reflection(z, phase, average):
    up = r * np.exp(1j * phase)
    beams = pair + [(kx, up, -1), (-kx, up, -1)]
    low = intensity(dark, z, beams, n_resist)
    high = intensity(0.0, z, beams, n_resist)
    return np.mean(low) / np.mean(high) if average else low / high


local = fill_with_reflection(np.linspace(0, standing_period, 2001), 0.0, False)
swing = ((1 + r) / (1 - r)) ** 2
assert abs(local.max() - np.tan(theta) ** 2 * swing) < 1e-6
assert abs(local.min() - np.tan(theta) ** 2 / swing) < 1e-6
z_film = (np.arange(200) + 0.5) * thickness / 200
film = [fill_with_reflection(z_film, phase, True)
        for phase in np.linspace(0, 2 * np.pi, 73)]
assert local.min() < min(film) < fill < max(film) < local.max()

show("Vacuum wavelength", wavelength, "nm", 1)
show("Pitch of the image", pitch, "nm", 1)
show("Resist index (rough)", n_resist, "", 2)
show("Resist extinction coefficient (rough)", extinction, "", 3)
show("Water index (rough)", n_water, "", 2)
show("Film thickness (rough)", thickness, "nm", 1)
show("Substrate reflectivity (rough)", 100 * reflectivity, "%", 2)
show("Numerical aperture used by each beam", aperture)
show("Beam angle in resist", np.degrees(theta), "degrees", 2)
show("Beam angle in water", np.degrees(theta_water), "degrees", 2)
show("kx", kx, "1/nm", 5)
show("kz in resist", kz, "1/nm", 5)
show("Position where Ex vanishes", x_transverse_zero, "nm", 2)
show("Position where |Ez| peaks", x_longitudinal_peak, "nm", 2)
show("Peak |Ex|", np.max(abs(ex)), "E0")
show("Peak |Ez|", np.max(abs(ez)), "E0")
show("|E|^2 at the peak of Ex", bright_value, "E0^2")
show("|E|^2 at the zero of Ex", dark_value, "E0^2")
show("TM dark/bright ratio", fill)
show("Box half-width", half_width, "nm", 2)
show("Box half-height", half_height, "nm", 2)
show("Net outward flux, side walls", side_flux, "E0 nm", 3)
show("Net outward flux, top and bottom", end_flux, "E0 nm", 3)
show("TM contrast in resist", contrast_resist)
show("TM contrast in water", contrast_water)
show("TE contrast", contrast_te)
show("Contrast, equal TE and TM in resist", contrast_mixed)
show("Pitch of zero TM contrast in resist", pitch_zero, "nm", 2)
show("Dark fringe: sideways supply / absorbed power", side_supply, "", 5)
print(f"Downward flux, dark/bright: {down_ratio:.1e}")
show("Dark/bright ratio with absorption", fill_lossy, "", 5)
show("Dark/bright ratio without absorption", fill, "", 5)
show("Amplitude of weaker beam", weak, "E0", 2)
show("TM contrast with unequal beams", contrast_uneven)
show("Three beams: position where Ex vanishes", x_zero_three, "nm", 2)
show("Three beams: |Ez|^2 there / its peak", ez_share)
show("Illumination shift in numerical aperture", shift, "", 2)
show("TM contrast with shifted illumination", contrast_tilted)
show("Standing-wave period in depth", standing_period, "nm", 2)
show("Local dark/bright ratio, lowest", local.min())
show("Local dark/bright ratio, highest", local.max())
show("Film-averaged dark/bright ratio, lowest", min(film))
show("Film-averaged dark/bright ratio, highest", max(film))
print("finished without a failed check")
```

Printed output:

```
Vacuum wavelength: 193.0 nm
Pitch of the image: 90.0 nm
Resist index (rough): 1.70
Resist extinction coefficient (rough): 0.020
Water index (rough): 1.44
Film thickness (rough): 100.0 nm
Substrate reflectivity (rough): 0.50 %
Numerical aperture used by each beam: 1.0722
Beam angle in resist: 39.10 degrees
Beam angle in water: 48.12 degrees
kx: 0.03491 1/nm
kz in resist: 0.04295 1/nm
Position where Ex vanishes: 45.00 nm
Position where |Ez| peaks: 45.00 nm
Peak |Ex|: 1.5520 E0
Peak |Ez|: 1.2614 E0
|E|^2 at the peak of Ex: 2.4088 E0^2
|E|^2 at the zero of Ex: 1.5912 E0^2
TM dark/bright ratio: 0.6606
Box half-width: 10.00 nm
Box half-height: 36.57 nm
Net outward flux, side walls: -49.439 E0 nm
Net outward flux, top and bottom: 49.439 E0 nm
TM contrast in resist: 0.2044
TM contrast in water: -0.1089
TE contrast: 1.0000
Contrast, equal TE and TM in resist: 0.6022
Pitch of zero TM contrast in resist: 80.28 nm
Dark fringe: sideways supply / absorbed power: 1.00000
Downward flux, dark/bright: 7.4e-31
Dark/bright ratio with absorption: 0.66024
Dark/bright ratio without absorption: 0.66060
Amplitude of weaker beam: 0.90 E0
TM contrast with unequal beams: 0.2033
Three beams: position where Ex vanishes: 65.06 nm
Three beams: |Ez|^2 there / its peak: 0.5849
Illumination shift in numerical aperture: 0.10
TM contrast with shifted illumination: 0.1998
Standing-wave period in depth: 73.15 nm
Local dark/bright ratio, lowest: 0.4976
Local dark/bright ratio, highest: 0.8770
Film-averaged dark/bright ratio, lowest: 0.6222
Film-averaged dark/bright ratio, highest: 0.7014
finished without a failed check
```
